# Fundamental frequency of a clamped string under high tensile stress: verification in Python

```python
"""
Result under test: a string of length L, fixed at both ends, with tensile
stress s along it and density rho, has frequencies f_n = n/(2L) sqrt(s/rho)
when bending stiffness is neglected.
Also tested, as sizes of neglected effects:
  bending with clamped slopes   df/f = 2 eps, eps = (h/L) sqrt(E/(12 s))
  release of a biaxial film     s = (1 - nu) s_film
  string hotter than its frame  s -> s - E alpha dT
  finite midpoint amplitude a   df/f = 3 pi^2 E a^2 / (32 s L^2)
h thickness, E Young's modulus, nu Poisson ratio, alpha thermal expansion.
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.linalg import eigh

length = 1e-3
stress = 1e9
density = 3100.0
width = 3e-6
thickness = 100e-9
young = 250e9
poisson = 0.25
expansion = 2e-6
heating = 10.0
amplitude = 100e-9


def string_frequency(n, s):
    return n / (2 * length) * np.sqrt(s / density)


def bending_parameter(h):
    return h / length * np.sqrt(young / (12 * stress))


def amplitude_shift(a):
    return 3 * np.pi**2 * young * a**2 / (32 * stress * length**2)


def bead_chain(thermal_strain=0.0, links=200):
    """Frequencies and modes of beads on elastic links, true geometry.
    Forces and masses are per unit cross-section."""
    spacing = length / links
    natural = spacing / (1 + stress / young) * (1 + thermal_strain)

    def transverse_force(y):
        rise = np.diff(np.concatenate(([0.0], y, [0.0])))
        link = np.hypot(spacing, rise)
        pull = young * (link / natural - 1) * rise / link
        return np.diff(pull)

    count = links - 1
    step = 1e-10
    stiffness = np.zeros((count, count))
    for j in range(count):
        y = np.zeros(count)
        y[j] = step
        change = transverse_force(y) - transverse_force(-y)
        stiffness[:, j] = -change / (2 * step)
    stiffness = (stiffness + stiffness.T) / 2
    values, modes = eigh(stiffness / (density * spacing))
    return np.sqrt(values) / (2 * np.pi), modes


def clamped_beam_frequency(h, elements=200):
    """Fundamental of a tensioned beam with zero end slopes, by cubic
    finite elements on a mesh refined at the clamps (unit length)."""
    eps2 = bending_parameter(h)**2
    nodes = (1 - np.cos(np.pi * np.arange(elements + 1) / elements)) / 2
    size = 2 * (elements + 1)
    K = np.zeros((size, size))
    M = np.zeros((size, size))
    for e in range(elements):
        d = nodes[e + 1] - nodes[e]
        bend = np.array([[12, 6*d, -12, 6*d],
                         [6*d, 4*d*d, -6*d, 2*d*d],
                         [-12, -6*d, 12, -6*d],
                         [6*d, 2*d*d, -6*d, 4*d*d]]) / d**3
        pull = np.array([[36, 3*d, -36, 3*d],
                         [3*d, 4*d*d, -3*d, -d*d],
                         [-36, -3*d, 36, -3*d],
                         [3*d, -d*d, -3*d, 4*d*d]]) / (30 * d)
        mass = np.array([[156, 22*d, 54, -13*d],
                         [22*d, 4*d*d, 13*d, -3*d*d],
                         [54, 13*d, 156, -22*d],
                         [-13*d, -3*d*d, -22*d, 4*d*d]]) * d / 420
        part = slice(2 * e, 2 * e + 4)
        K[part, part] += eps2 * bend + pull
        M[part, part] += mass
    K = K[2:-2, 2:-2]
    M = M[2:-2, 2:-2]
    # The largest inverse eigenvalue is the well-conditioned one.
    inverse = eigh(M, K, eigvals_only=True)[-1]
    return np.sqrt(stress / density / inverse) / (2 * np.pi * length)


def frequency_from_energy(a0):
    """Frequency of the half-sine shape from the energy of the stretched
    arc, by quadrature of the period (per unit cross-section)."""
    points, weights = np.polynomial.legendre.leggauss(40)
    x = (points + 1) * length / 2
    wx = weights * length / 2
    angle = (points + 1) * np.pi / 4
    wa = weights * np.pi / 4

    def energy(a):
        slope2 = (a * np.pi / length * np.cos(np.pi * x / length))**2
        extra = np.sum(wx * slope2 / (1 + np.sqrt(1 + slope2)))
        return stress * extra + young * extra**2 / (2 * length)

    top = energy(a0)
    moving_mass = density * length / 2
    period = 0.0
    for t, w in zip(angle, wa):
        drop = top - energy(a0 * np.sin(t))
        speed = np.sqrt(2 * drop / moving_mass)
        period += 4 * w * a0 * np.cos(t) / speed
    return 1 / period


f1 = string_frequency(1, stress)

# String formula and mode shape against the bead chain.
# The discrete chain lies low by about n^2 (pi/200)^2 / 24.
chain, modes = bead_chain()
for n in (1, 2, 3):
    formula = string_frequency(n, stress)
    assert abs(chain[n - 1] / formula - 1) < 1.5e-5 * n**2
sine = np.sin(np.pi * np.arange(1, 200) / 200)
overlap = abs(sine @ modes[:, 0]) / np.linalg.norm(sine)
assert abs(overlap - 1) < 1e-6
assert abs(f1 / 284e3 - 1) < 1e-3

# Heating: the formula omits a relative correction of order s/E = 0.4 %.
hot_stress = stress - young * expansion * heating
f_hot = string_frequency(1, hot_stress)
hot_chain, _ = bead_chain(expansion * heating)
chain_change = hot_chain[0] / chain[0] - 1
assert abs(chain_change / (f_hot / f1 - 1) - 1) < 0.01

# Bending: the next order changes the shift by less than 1 %.
for h in (thickness, 2 * thickness):
    found = clamped_beam_frequency(h) / f1 - 1
    assert abs(found / (2 * bending_parameter(h)) - 1) < 0.01
f_beam = clamped_beam_frequency(thickness)
eps = bending_parameter(thickness)

# Release: three-dimensional Hooke's law, lengthwise strain kept.
film_stress = stress / (1 - poisson)
shear = young / (2 * (1 + poisson))
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
C = lame * np.ones((3, 3)) + 2 * shear * np.eye(3)
kept = np.linalg.solve(C, [film_stress, film_stress, 0.0])[0]
free = np.linalg.solve(C[1:, 1:], -C[1:, 0] * kept)
released = C[0, 0] * kept + C[0, 1:] @ free
assert abs(released / stress - 1) < 1e-10
f_if_film = string_frequency(1, (1 - poisson) * stress)

# Amplitude: the formula omits a relative correction of order 1.5 s/E.
test_amplitude = 1e-6
found = frequency_from_energy(test_amplitude) / f1 - 1
assert abs(found / amplitude_shift(test_amplitude) - 1) < 0.01

area = width * thickness
plate_factor = 1 / np.sqrt(1 - poisson**2)
print("INPUTS")
print(f"length L = {length*1e3:.0f} mm")
print(f"stress along released string = {stress/1e9:.0f} GPa")
print(f"density = {density:.0f} kg/m^3")
print(f"width = {width*1e6:.0f} um")
print(f"thickness h = {thickness*1e9:.0f} nm")
print(f"Young's modulus E = {young/1e9:.0f} GPa")
print(f"Poisson ratio = {poisson:.2f}")
print(f"thermal expansion = {expansion*1e6:.1f} 1e-6/K")
print("STRING RESULT")
print(f"stress/density = {stress/density:.5e} m^2/s^2")
print(f"wave speed c = {np.sqrt(stress/density):.2f} m/s")
print(f"wavelength of fundamental = {2*length*1e3:.0f} mm")
print(f"fundamental f1 = {f1/1e3:.2f} kHz")
print(f"fundamental f1 = {f1:.4e} Hz")
print(f"second mode f2 = {string_frequency(2, stress)/1e3:.2f} kHz")
print(f"third mode f3 = {string_frequency(3, stress)/1e3:.2f} kHz")
print(f"bead chain, 200 links, f1 = {chain[0]/1e3:.3f} kHz")
print(f"cross-section = {area*1e12:.2f} um^2")
print(f"tension force = {stress*area*1e6:.0f} uN")
print(f"elastic strain s/E = {100*stress/young:.2f} %")
print("NEGLECTED BENDING")
print(f"eps = {eps:.3e} (no unit)")
print(f"edge layer eps*L = {eps*length*1e9:.0f} nm")
print(f"shift from 2 eps = {2*eps*100:.4f} %")
print(f"shift from 2 eps = {2*eps*f1:.0f} Hz")
print(f"shift from finite elements = {f_beam-f1:.0f} Hz")
print(f"f1 with bending = {f_beam/1e3:.2f} kHz")
print(f"plate modulus raises shift by factor {plate_factor:.3f}")
print("NEGLECTED HEATING OF THE STRING")
print(f"string above frame temperature by {heating:.0f} K")
print(f"stress lost = {(stress-hot_stress)/1e6:.1f} MPa")
print(f"shift = {f_hot-f1:.0f} Hz")
print(f"relative shift = {100*(f_hot/f1-1):.3f} %")
print("NEGLECTED AMPLITUDE")
print(f"midpoint amplitude = {amplitude*1e9:.0f} nm")
print(f"relative shift = {amplitude_shift(amplitude):.2e} (no unit)")
print(f"shift = {amplitude_shift(amplitude)*f1:.2f} Hz")
print("FILM STRESS BEFORE RELEASE")
print(f"film stress needed = {film_stress/1e9:.3f} GPa")
print(f"f1 if 1 GPa were the film stress = {f_if_film/1e3:.1f} kHz")
print(f"relative change = {100*(f_if_film/f1-1):.1f} %")
print("done: every assertion held")
```

Printed output:

```
INPUTS
length L = 1 mm
stress along released string = 1 GPa
density = 3100 kg/m^3
width = 3 um
thickness h = 100 nm
Young's modulus E = 250 GPa
Poisson ratio = 0.25
thermal expansion = 2.0 1e-6/K
STRING RESULT
stress/density = 3.22581e+05 m^2/s^2
wave speed c = 567.96 m/s
wavelength of fundamental = 2 mm
fundamental f1 = 283.98 kHz
fundamental f1 = 2.8398e+05 Hz
second mode f2 = 567.96 kHz
third mode f3 = 851.94 kHz
bead chain, 200 links, f1 = 283.978 kHz
cross-section = 0.30 um^2
tension force = 300 uN
elastic strain s/E = 0.40 %
NEGLECTED BENDING
eps = 4.564e-04 (no unit)
edge layer eps*L = 456 nm
shift from 2 eps = 0.0913 %
shift from 2 eps = 259 Hz
shift from finite elements = 260 Hz
f1 with bending = 284.24 kHz
plate modulus raises shift by factor 1.033
NEGLECTED HEATING OF THE STRING
string above frame temperature by 10 K
stress lost = 5.0 MPa
shift = -711 Hz
relative shift = -0.250 %
NEGLECTED AMPLITUDE
midpoint amplitude = 100 nm
relative shift = 2.31e-06 (no unit)
shift = 0.66 Hz
FILM STRESS BEFORE RELEASE
film stress needed = 1.333 GPa
f1 if 1 GPa were the film stress = 245.9 kHz
relative change = -13.4 %
done: every assertion held
```
